# Free vacuum evaporation: the Arrhenius slope and the vaporisation enthalpy

**Q:** I want the enthalpy of sublimation of a solid precursor, so that I can predict its vapour pressure in a heated source. I weigh the solid while it evaporates into vacuum, plot the logarithm of the mass-loss rate against $1/T$, and multiply the slope by $-R$. The rate is proportional to the vapour pressure, and the vapour pressure has the enthalpy as its slope. So the slope of the rate is the enthalpy.

**A:** What is the factor of proportionality between rate and pressure?

**Q:** A constant containing the molecular mass and the area.

**A:** Let us derive it. Put the solid in equilibrium with its own vapour at temperature $T$ and pressure $p_s$. The vapour has number density $n=p_s/kT$ if it is ideal. Take $z$ normal to the surface. The flux striking the surface is the density times the Maxwell average of the normal velocity over molecules moving towards it:

$$
n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
= n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
= n\sqrt{\frac{kT}{2\pi m}} .
$$

Substituting $n=p_s/kT$ gives $p_s/\sqrt{2\pi mkT}$. Suppose that a fraction $\alpha$ of these molecules sticks. At equilibrium as many molecules must leave as stick. Now remove the vapour. If the surface stays in local equilibrium at $T$, it goes on emitting at the same rate, and nothing returns:

$$
J=\frac{\alpha\,p_s(T)}{\sqrt{2\pi mkT}} .
$$

The factor between $J$ and $p_s$ contains $T^{-1/2}$.

**Q:** A square root beside an exponential. Surely it drops out of a logarithmic plot?

**A:** It is small, but it does not drop out. Define the apparent energy by $E_{\rm app}=-R\,d\ln J/d(1/T)$, with $T$ the surface temperature and the evaporating area fixed. We need the slope of each factor.

For the pressure, use equality of the molar chemical potentials of gas (g) and solid (s). Along the coexistence line $\mu_g/T=\mu_s/T$, and for each phase $d(\mu/T)=-(h/T^2)\,dT+(v/T)\,dp$, where $h$ and $v$ are the molar enthalpy and volume. Equating the two changes gives

$$
\frac{v_g-v_s}{T}\,dp_s=\frac{h_g-h_s}{T^2}\,dT .
$$

Write $\Delta H=h_g-h_s$, neglect $v_s$ beside $v_g$, and put $v_g=RT/p_s$. Then $d\ln p_s/dT=\Delta H/RT^2$. Since $d(1/T)=-dT/T^2$,

$$
\frac{d\ln p_s}{d(1/T)}=-\frac{\Delta H}{R}.
$$

For the square root, $-\tfrac12\ln T=+\tfrac12\ln(1/T)$, whose derivative with respect to $1/T$ is $+T/2$. With $\alpha$ independent of temperature,

$$
\frac{d\ln J}{d(1/T)}=-\frac{\Delta H}{R}+\frac T2,
\qquad
E_{\rm app}=\Delta H-\frac{RT}{2}.
$$

The enthalpy on the right is the one at the same $T$. For a liquid the argument is the same, with the enthalpy of vaporisation. If you plot $\ln(J\sqrt T)$ instead, the square root cancels and the slope is $-\Delta H/R$.

**Q:** The algebra is clear, but it troubles me physically. Removing a mole of molecules costs $\Delta H$. How can the process be activated by less than it costs?

**A:** In this process it costs less. Consider the energy carried by the molecules that leave. By detailed balance they have the same energy distribution as the molecules that would stick. If $\alpha$ does not depend on energy, that is the distribution of the flux striking the surface. Fast molecules cross a plane more often, so each velocity is weighted by $v$. With $x=mv^2/2$ and $dx=mv\,dv$, the mean normal energy is

$$
\frac{\int_0^\infty x\,e^{-x/kT}\,dx}{\int_0^\infty e^{-x/kT}\,dx}=kT .
$$

The two tangential directions are not weighted and contribute $kT/2$ each. An escaping molecule therefore carries $2kT$ of translational energy on average, against $3kT/2$ for a molecule in the gas.

Let $\Delta u$ be the molar internal energy of the gas minus that of the solid. The energy drawn per mole in free evaporation is then $\Delta u+RT/2$. The enthalpy difference is $\Delta H=\Delta u+p_sv_g=\Delta u+RT$, again without $v_s$. Hence

$$
\Delta u+\frac{RT}{2}=\Delta H-RT+\frac{RT}{2}=\Delta H-\frac{RT}{2}=E_{\rm app}.
$$

With this constant $\alpha$, the apparent energy is the heat that evaporation draws per mole, which must be supplied to keep the surface at $T$. Evaporation against the equilibrium pressure needs $RT$ above $\Delta u$, as work to make room for the gas. A free beam needs $RT/2$ above $\Delta u$, as extra kinetic energy.

**Q:** Can this be seen without using the Clapeyron relation to get the slope?

**A:** Yes, in a statistical model. Each molecule of a crystal has a binding energy, six external oscillators and an internal vibration. In the vapour it translates, rotates and has a slightly softer internal vibration. The pressure follows from partition sums, and $\Delta H$ separately from mean energies. The flux is integrated over the velocity distribution and its slope is taken numerically. At 335 K the mean energies give $\Delta u=120.456$ and $\Delta H=123.241$ kJ/mol. The slope of the flux gives $E_{\rm app}=121.848$ kJ/mol. It lies 1.393 kJ/mol below $\Delta H$, which is $RT/2$, and the same amount above $\Delta u$.

**Q:** You assumed a constant $\alpha$. What if sticking needs some energy?

**A:** Then $\alpha$ has a slope of its own. Because $d/d(1/T)=-T^2\,d/dT$, keeping $\alpha$ in the derivative gives

$$
E_{\rm app}=\Delta H-\frac{RT}{2}+RT^2\frac{d\ln\alpha}{dT}.
$$

Suppose that molecules stick if their normal energy exceeds $E_b$, and otherwise bounce. The sticking fraction of the flux is

$$
\alpha=\frac{\int_{E_b}^\infty e^{-x/kT}\,dx}{\int_0^\infty e^{-x/kT}\,dx}=e^{-E_b/kT}.
$$

Then $d\ln\alpha/dT=E_b/kT^2$, and the last term is $RT^2E_b/kT^2=N_AE_b$, the barrier per mole. The energy picture agrees: the escaping molecules now have normal energies above $E_b$, with mean $E_b+kT$ instead of $kT$. In the crystal model a barrier of 6.652 kJ/mol raises the slope from 121.848 to 128.500 kJ/mol. That is above $\Delta H$, so the raw slope is not a lower bound on the enthalpy.

There is also an accidental case. If $\alpha\propto\sqrt T$, then $d\ln\alpha/dT=1/2T$, the last term is $+RT/2$, and the raw slope equals $\Delta H$.

**Q:** My measurement covers a range of temperatures, and your formula is local. Which $T$ do I put in?

**A:** Take two temperatures $T_1<T_2$ and a constant $\Delta H$. From the rate law,

$$
\ln\frac{J_2}{J_1}=\frac{\Delta H}{R}\left(\frac1{T_1}-\frac1{T_2}\right)-\frac12\ln\frac{T_2}{T_1}.
$$

Multiplying by $R$ and dividing by $1/T_1-1/T_2$ gives the two-point energy

$$
E=\Delta H-\frac{RT_{\rm eff}}2,\qquad
T_{\rm eff}=\frac{\ln(T_2/T_1)}{1/T_1-1/T_2}.
$$

For 320 and 350 K this gives $T_{\rm eff}=334.55$ K, close to the middle of the window.

Here is an example with round parameters: $\Delta H=130$ kJ/mol, $p_s=2\times10^{-5}$ Torr at 335 K, $\alpha=1$ and a molar mass of 638.72 g/mol. The flux at 335 K is $1.519\times10^{15}$ molecules/(cm² s). The mass loss is

$$
1.519\times10^{15}\times\frac{638.72\ \text{g}}{6.022\times10^{23}}
=1.611\times10^{-6}\ \text{g/(cm² s)} .
$$

Three of the seven computed points are

| $T$ (K) | $p_s$ (Torr) | loss (µg/(cm² s)) |
|---|---|---|
| 320 | $2.243\times10^{-6}$ | 0.1849 |
| 335 | $2.000\times10^{-5}$ | 1.6109 |
| 350 | $1.478\times10^{-4}$ | 11.648 |

The end points alone give

$$
E=\frac{R\ln(11.648/0.1849)}{1/320-1/350}\approx128.6\ \text{kJ/mol}.
$$

A least-squares line through all seven points also gives 128.609 kJ/mol (1.3329 eV), and the line through $\ln(J\sqrt T)$ returns 130.000 kJ/mol (1.3474 eV). The correction at 335 K is 1.393 kJ/mol, or 1.07 % of $\Delta H$.

**Q:** One per cent. Does that matter to someone who runs a source?

**A:** It is multiplied by the length of the extrapolation. Suppose that you know $p_s$ at $T_0=335$ K and carry it to a source at $T_d=400$ K, using the raw slope as if it were $\Delta H$. With either energy $E$ the prediction is $p_s(T_0)\exp[(E/R)(1/T_0-1/T_d)]$. Since the raw energy is lower by about $RT_0/2$,

$$
\frac{p_{\rm raw}}{p_{\rm true}}\approx
\exp\left[-\frac{T_0}{2}\left(\frac1{T_0}-\frac1{T_d}\right)\right]
=\exp\left[-\frac12\left(1-\frac{T_0}{T_d}\right)\right].
$$

Here the exponent is $-\tfrac12(1-0.8375)=-0.081$. The pressures are 0.0363 Torr from the raw slope and 0.0393 Torr from the true enthalpy, so the raw value is 7.8 % too low relative to the constant-$\Delta H$ pressure.

**Q:** What if I extrapolate the rate itself and convert it to a pressure at the end?

**A:** Then most of the error goes. The conversion multiplies by $\sqrt{2\pi mkT_d}$ instead of $\sqrt{2\pi mkT_0}$, which adds $\tfrac12\ln(T_d/T_0)$ to the exponent. With $y=T_d/T_0-1$, the sum is

$$
-\frac12\,\frac{y}{1+y}+\frac12\ln(1+y)
=-\frac12(y-y^2)+\frac12\left(y-\frac{y^2}{2}\right)+\dots
=\frac{y^2}{4}+\dots
$$

The first-order terms cancel. A raw slope is a fair description of the rate from which it came. The error enters when it is used as the slope of the pressure.

**Q:** Could I see 1.4 kJ/mol in a real vacuum balance?

**A:** Only with care. I have sized the competing effects one at a time as shifts of the raw fitted energy. The solid is a layer 0.1 mm thick with conductivity 0.2 W/(m K) and emissivity 0.9, heated from below and facing a shroud at 250 K. The thermometer reads the base.

- Radiation leaves the surface 0.22 K colder than the base at 335 K. A drop $\delta$ lowers $\ln J$ by about $\Delta H\,\delta/RT^2$. The radiated loss, and $\delta$ with it, grows faster than $T^2$ here, so the hot points are lowered most, and the shift is −0.32 kJ/mol. Evaporative cooling gives −0.04 kJ/mol. Both shifts scale roughly as thickness over conductivity: a layer 1 mm thick, or one with conductivity 0.02 W/(m K), gives −3.1 and −0.4 kJ/mol, more than twice the correction. The thin layer has its own limit: at a molar volume of about 500 cm³/mol it would be used up in about 18 minutes at 350 K, so its thickness changes during a run.
- If the thermometer is right at 335 K but reads the 30 K span as 30.3 K, the shift is −1.28 kJ/mol, nearly the size of the correction.
- Collisions above a sample 2 mm across can send molecules back. The mean free path at 350 K is 3.8 cm for a collision diameter of 1.2 nm. Taking the collided fraction as the sample diameter over twice the mean free path, and returning every collided molecule, gives −0.72 kJ/mol. This is a crude ceiling, not an expected value.
- A rise of $\alpha$ by 4.6 % between 320 and 350 K would hide the correction.

Vapour non-ideality and the volume of the solid, at rough sizes, enter at the level of $10^{-8}$ and do not matter here.

**Q:** Suppose that I leave out the cold shroud and the chamber walls sit in a warm room, at 300 K. My slope then comes out close to 130.

**A:** In this model it would, for the wrong reason. Walls at 300 K, fully coated with the precursor, return a constant flux to the sample. It takes a larger fraction of the net rate at 320 K than at 350 K, so it steepens the plot. With the other effects left out, the shift is +1.10 kJ/mol, which cancels most of the $-RT/2$ and gives 129.7 kJ/mol. Radiative and evaporative cooling of the same layer bring this down to 129.3 kJ/mol. It depends steeply on the wall temperature, because the returned flux follows the vapour pressure there: at 293 K it is only about +0.3 kJ/mol. With coated walls at 250 K the shift is below 0.001 kJ/mol. Agreement of a raw slope with an enthalpy from elsewhere does not show that the correction is absent.

**Q:** And is $\Delta H$ itself constant between your window and the source?

**A:** Not in general. Let the molar heat capacity of the gas be 40 J/(mol K) below that of the solid, again a round number. With $\Delta H$ held at 130 kJ/mol at 335 K, the fitted slope moves by 0.02 kJ/mol. The true pressure at 400 K, however, falls by 6.9 % relative to the constant-$\Delta H$ value. The raw-slope prediction was 7.8 % low relative to that same value, so the two errors nearly cancel. That is a coincidence of these numbers. With a heat-capacity difference of the other sign they would add. With a larger one of the same sign the heat capacity dominates: at 100 J/(mol K) the true pressure falls by 16 % and the raw-slope prediction is about 10 % too high.

**Q:** Which material is this meant to be?

**A:** The molar mass is that of the yttrium β-diketonate Y(thd)₃, a solid used to deposit yttrium oxide. The enthalpy and pressure are round values of roughly the size expected for such a compound, not measured data, and 400 K is a plausible source temperature. The source itself does not evaporate freely. The mean free path scales as $T/p$, so at 400 K and 0.0393 Torr it is about

$$
3.83\ \text{cm}\times\frac{400}{350}\times\frac{1.478\times10^{-4}}{0.0393}\approx0.016\ \text{cm},
$$

far less than the size of an ordinary vessel. The assumption that nothing returns fails there.

**Q:** So should I add $RT/2$ to the slope of my delivery rate as well?

**A:** Not if a carrier gas leaves the source saturated. Let the total pressure $P$ and the molar carrier flow $\dot n_c$ be fixed. In an ideal mixture the molar flows are in the ratio of the partial pressures, so the precursor flow is

$$
\dot n=\dot n_c\,\frac{p_s}{P-p_s}.
$$

Its logarithmic derivative is

$$
d\ln\dot n=\frac{dp_s}{p_s}+\frac{dp_s}{P-p_s}=\frac{P}{P-p_s}\,d\ln p_s,
$$

so the apparent energy is $\Delta H\,P/(P-p_s)$. For $p_s\ll P$ this is $\Delta H$, with no $RT/2$. The condition matters at low carrier pressure: with $p_s=0.0393$ Torr at 400 K the factor adds 5.3 kJ/mol at $P=1$ Torr and 0.5 kJ/mol at 10 Torr, against $RT/2=1.7$ kJ/mol. Saturation removes the whole correction, because the flow then counts molecules in a gas at equilibrium and not molecules crossing a surface into vacuum. If the gas leaves unsaturated, its degree of saturation can vary with temperature and add a slope of its own.

**Q:** Then for my vacuum weighings I should plot $\ln(J\sqrt T)$, and before I call the result an enthalpy I must ask whether $\alpha$, the area and the surface temperature were what I supposed.

**A:** Yes. The square root costs nothing to include, even when the scatter is too large to reveal it. It is a shift of known sign, and repeating the measurement does not average it away. The numerical output lists the remaining points and sizes.

## Computed values

```
Statistical model of crystal and vapour at 335 K
  DeltaH from mean energies: 123.241 kJ/mol
  Delta u from mean energies: 120.456 kJ/mol
  E_app from slope of flux: 121.848 kJ/mol
  DeltaH - E_app: 1.393 kJ/mol
  escaping translational energy / kT: 2.0000
  gas translational energy / kT: 1.5000
  sticking barrier: 6.652 kJ/mol
  E_app with that barrier: 128.500 kJ/mol
Example, alpha = 1
  molar mass: 638.72 g/mol
  chosen DeltaH: 130.00 kJ/mol = 1.3474 eV
  chosen pressure at 335 K: 2.00e-05 Torr
  flux at 335 K: 1.519e+15 molecules/(cm2 s)
  mass loss at 335 K: 1.611 ug/(cm2 s)
  T 320 K: p 2.243e-06 Torr, loss 0.1849 ug/(cm2 s)
  T 325 K: p 4.757e-06 Torr, loss 0.3890 ug/(cm2 s)
  T 330 K: p 9.861e-06 Torr, loss 0.8002 ug/(cm2 s)
  T 335 K: p 2.000e-05 Torr, loss 1.6109 ug/(cm2 s)
  T 340 K: p 3.973e-05 Torr, loss 3.1763 ug/(cm2 s)
  T 345 K: p 7.737e-05 Torr, loss 6.1405 ug/(cm2 s)
  T 350 K: p 1.478e-04 Torr, loss 11.6480 ug/(cm2 s)
  raw fitted energy: 128.609 kJ/mol = 1.3329 eV
  fitted energy from J sqrt(T): 130.000 kJ/mol
  RT/2 at 335 K: 1.393 kJ/mol = 14.43 meV
  RT/2 relative to DeltaH: 1.07 %
  two-point energy: 128.609 kJ/mol, T_eff 334.55 K
  pressure at 400 K, true DeltaH: 0.03934 Torr
  pressure at 400 K, raw slope: 0.03628 Torr
  error of raw-slope pressure: -7.79 %
Neglected effects: shift of raw fitted energy
  layer 0.1 mm, conductivity 0.2 W/(m K), emissivity 0.9, shroud 250 K
  evaporative cooling: -0.040 kJ/mol; surface drop at 335 K 1.62 mK
  radiative cooling: -0.320 kJ/mol; surface drop at 335 K 220.85 mK
  return from coated wall at 250 K: +0.00004 kJ/mol
  return from coated wall at 300 K: +1.09567 kJ/mol
  sample diameter 2 mm, collision diameter 1.2 nm
  mean free path at 350 K: 3.83 cm
  crude bound, all collided molecules return: -0.719 kJ/mol
  heat-capacity difference -40 J/(mol K): +0.018 kJ/mol
  its effect on true pressure at 400 K: -6.89 %
  thermometer span too long by 0.3 K: -1.278 kJ/mol
  rise of alpha over window that hides RT/2: 4.58 %
  rough second virial coefficient -5000 cm3/mol, solid volume 500 cm3/mol
  non-ideality at 350 K: 3.4e-08; solid/gas volume: 3.4e-09
```
